\section*{Why a stable polar mode condenses in hybrid improper ferroelectrics}

\section{Which modes to keep in a structure search}

A phonon calculation on the undistorted parent of a layered perovskite returns two imaginary frequencies, both octahedral rotations, and a polar mode with a real frequency. The next decision is which displacement patterns to freeze in before relaxing the structure. If only unstable modes can acquire an amplitude, the polar mode may be held at zero. In a hybrid improper ferroelectric that choice removes the polar displacement and gives the wrong ground state.

A real frequency says that the energy rises when the polar mode is displaced \emph{alone}. It does not say what happens after other modes have been displaced. Two coexisting rotations can exert a force on the polar mode, and a stable spring under a force is displaced. Whether the rotations do coexist is a separate question, which the number of imaginary frequencies does not settle.

\section{The energy that symmetry allows}

Let $u$ be the amplitude of a zone-centre polar mode, $Q_1$ that of an octahedral rotation and $Q_2$ that of an octahedral tilt. Each has one component and is uniform through the crystal. The parent has two symmetry operations that matter here:
\begin{align}
\text{translation:}\quad &(u,Q_1,Q_2)\to(u,-Q_1,-Q_2),\\
\text{inversion:}\quad &(u,Q_1,Q_2)\to(-u,-Q_1,Q_2).
\end{align}
A monomial $u^{l}Q_1^{m}Q_2^{n}$ is invariant if $m+n$ and $l+m$ are both even, so $l$, $m$ and $n$ are all even or all odd. Bilinear mixing such as $uQ_1$ is forbidden. The one cubic invariant is $uQ_1Q_2$. The inversion property is essential: if both rotations were even about the same centre, $uQ_1Q_2$ would be odd and would be absent.

Keeping for now only the quadratic term in $u$ besides the cubic one, the energy per primitive cell of the rotated structure is
\begin{equation}
\begin{split}
F={}&\tfrac12\kappa u^2+\tfrac12a_1Q_1^2+\tfrac14b_1Q_1^4
+\tfrac12a_2Q_2^2+\tfrac14b_2Q_2^4\\
&+\tfrac12cQ_1^2Q_2^2+\gamma uQ_1Q_2,
\end{split}
\label{F}
\end{equation}
with $\kappa,b_1,b_2>0$. The polar frequency in the parent is real because $\omega^2=\kappa/m$, where $m$ is the mode mass. A negative $a_i$ makes rotation $i$ unstable. The coefficients refer to zero stress and to short circuit, so no macroscopic electric field acts.

\section{A force instead of an instability}

Differentiate \eqref{F} with respect to $u$ at fixed rotations:
\begin{equation}
\frac{\partial F}{\partial u}=\kappa u+\gamma Q_1Q_2,\qquad
\frac{\partial^2F}{\partial u^2}=\kappa>0.
\label{force}
\end{equation}
At $u=0$ the force, $-\partial F/\partial u$, is $-\gamma Q_1Q_2$. It is nonzero whenever $\gamma$, $Q_1$ and $Q_2$ are. The energy as a function of $u$ is still a single parabola with its original curvature, but its minimum has moved to
\begin{equation}
u=-\frac{\gamma Q_1Q_2}{\kappa}.
\label{u}
\end{equation}
A proper ferroelectric driven by an unstable polar mode differs at this point: there the curvature at $u=0$ is negative, and $u=0$ is a stationary point that happens to be unstable. Here $u=0$ is not stationary at all.

At the minimum the coupling energy is $\gamma uQ_1Q_2=-\kappa u^2$, by \eqref{u}. The elastic cost is $+\frac12\kappa u^2$, so the net gain at fixed rotations is $\frac12\kappa u^2$.

\section{When the rotations coexist}

To find the rotations, complete the square in $u$:
\begin{equation}
\tfrac12\kappa u^2+\gamma uQ_1Q_2
=\tfrac12\kappa\Bigl(u+\frac{\gamma Q_1Q_2}{\kappa}\Bigr)^2
-\frac{\gamma^2}{2\kappa}Q_1^2Q_2^2 .
\end{equation}
The square vanishes at the minimum. The last term has the form of the competition term $\frac12cQ_1^2Q_2^2$, so the rotations see a reduced competition
\begin{equation}
c'=c-\frac{\gamma^2}{\kappa}.
\end{equation}
The polar mode therefore helps the two rotations to live together. With $x=Q_1^2\ge0$ and $y=Q_2^2\ge0$ the remaining energy is
\begin{equation}
G=\tfrac12a_1x+\tfrac12a_2y+\tfrac14b_1x^2+\tfrac14b_2y^2+\tfrac12c'xy .
\label{G}
\end{equation}
Since $b_1x^2+b_2y^2\ge2\sqrt{b_1b_2}\,xy$, it is bounded below if $c'>-\sqrt{b_1b_2}$, which is assumed from here on. If the bound fails although $c>-\sqrt{b_1b_2}$, a positive $u^4$ term, omitted here, restores it: the gain from the coupling then grows at most as $|Q_1Q_2|^{4/3}$, more slowly than the quartic cost of the rotations.

Setting $2\,\partial G/\partial x$ and $2\,\partial G/\partial y$ to zero gives
\begin{equation}
a_1+b_1x+c'y=0,\qquad a_2+c'x+b_2y=0 .
\label{stat}
\end{equation}
Multiply the first equation by $b_2$, the second by $c'$, and subtract to remove $y$; exchange the labels to obtain $y$. With $D=b_1b_2-c'^2$,
\begin{equation}
x=\frac{-a_1b_2+c'a_2}{D},\qquad
y=\frac{-a_2b_1+c'a_1}{D}.
\label{xy}
\end{equation}
If $D>0$, $G$ is convex, and this point is the unique minimum provided that $x$ and $y$ are positive. For two unstable rotations, positivity means
\begin{equation}
c'<b_2\frac{|a_1|}{|a_2|}\quad\text{and}\quad
c'<b_1\frac{|a_2|}{|a_1|}.
\label{crit}
\end{equation}
If $c'>0$, multiplying the two inequalities gives $c'^2<b_1b_2$, so $D>0$ follows. If $c'\le0$, both inequalities hold automatically, and $D>0$ follows from the bound on $c'$.

Suppose instead that one inequality is violated. For $D>0$ the stationary point lies outside the allowed quadrant, and the minimum of the convex function is on an edge. For $D<0$ the curvature of $G$ is indefinite, so no interior minimum exists and the lowest point is again on an edge. On an edge one rotation is zero, and \eqref{u} gives $u=0$. Leaving aside the borderline equalities, with $\gamma\ne0$ and $a_1,a_2<0$, condition \eqref{crit} is thus necessary and sufficient for a polar ground state of this model.

The minimum energy follows by multiplying the equations in \eqref{stat} by $x$ and $y$ and adding. The quadratic terms of \eqref{G} then equal $-\frac14(a_1x+a_2y)$, so
\begin{equation}
G_{\min}=\tfrac14(a_1x+a_2y).
\label{Gmin}
\end{equation}

\section{Numbers for a layered perovskite}

Take $\kappa=1.0$, $a_1=-1.2$ and $a_2=-1.6$ in eV/\AA$^2$; $b_1=1.0$, $b_2=1.2$ and $c=0.6$ in eV/\AA$^4$; and $\gamma=-0.4$ eV/\AA$^3$. The sign of $\gamma$ makes $u$ positive when $Q_1Q_2$ is positive. The reduced competition is $c'=0.6-0.16=0.44$ eV/\AA$^4$, below both limits in \eqref{crit}, 0.90 and 1.33. Then $D=1.20-0.194=1.006$, in units of eV$^2$/\AA$^8$, and
\begin{align}
Q_1^2&=\frac{1.44-0.704}{1.006}=0.731\ \text{\AA}^2,&Q_1&=0.855\ \text{\AA},\\
Q_2^2&=\frac{1.60-0.528}{1.006}=1.065\ \text{\AA}^2,&Q_2&=1.032\ \text{\AA}.
\end{align}
Equation \eqref{u} gives $u=0.4\times0.855\times1.032=0.353$ \AA. With a mode charge $Z=6$ (in units of $e$) and a cell volume $V=290$ \AA$^3$, the polarization is
\begin{equation}
P=\frac{Zeu}{V}=\frac{6\times0.353}{290}\,\frac{e}{\text{\AA}^2}
=11.7\ \mu\text{C/cm}^2 .
\end{equation}

The coupling contributes $-0.125$ eV per cell and the polar spring costs 0.062 eV, leaving a gain of 0.062 eV at fixed rotations. If the rotations may readjust after the coupling is removed, the difference is 0.055 eV, because the uncoupled structure recovers part of the loss. The total energy relative to the parent, from \eqref{Gmin}, is $-0.645$ eV. Most of it comes from the rotations.

The force on $u$ can be expressed as an electric field. A field $E$ exerts the force $ZeE$, so the field that would return $u$ to zero with the rotations held fixed has magnitude $0.353/6=0.0588$ V/\AA, or 5.9 MV/cm. It is a measure of the force, above the breakdown field of most bulk oxides. It is not a coercive field, since switching need not keep the rotations fixed.

\section{What a phonon calculation sees}

With mode masses of 30 amu for $u$ and 16 amu for each rotation, the parent has a polar mode at 95 cm$^{-1}$ and rotations at $143i$ and $165i$ cm$^{-1}$. Now condense the tilt alone, so that $Q_2^2=-a_2/b_2$. The second derivatives of $F$ with respect to $u$ and $Q_1$ are
\begin{equation}
H=\begin{pmatrix}\kappa&\gamma Q_2\\ \gamma Q_2&a_1+cQ_2^2\end{pmatrix},
\end{equation}
and hence
\begin{equation}
\det H=\kappa(a_1+cQ_2^2)-\gamma^2Q_2^2=\kappa(a_1+c'Q_2^2).
\end{equation}
The tilt has mixed the polar mode with the remaining rotation. As $a_1$ is lowered, stability is lost when the determinant vanishes, at
\begin{equation}
a_1^*=-\frac{c'|a_2|}{b_2}=-0.587\ \text{eV/\AA}^2 .
\end{equation}
The first row of $H$ acting on the soft pattern gives $\kappa u+\gamma Q_2Q_1=0$, so $u/Q_1=-\gamma Q_2/\kappa=0.46$. The soft mode thus carries a polar displacement, while the polar diagonal element is still $\kappa=1.0$ eV/\AA$^2$. For $a_1^*<a_1<0$ both rotations are unstable in the parent, yet the tilt suppresses the other rotation and the crystal stays nonpolar.

Just below the threshold, \eqref{xy} becomes $Q_1^2=b_2(a_1^*-a_1)/D$. Since $Q_2$ is already finite, $u$ is proportional to $Q_1$ and grows as the square root of the distance from the threshold. A second limit behaves differently. If $a_1$ and $a_2$ both go to zero in a fixed ratio that satisfies \eqref{crit}, then $Q_1^2$ and $Q_2^2$ are each proportional to that distance, and so is $u$. Both laws belong to this mean-field model.

At the chosen $a_1=-1.2$ eV/\AA$^2$, the tilt-only phase has an unstable mode at $93i$ cm$^{-1}$. A relaxation started there with $Q_1=u=0$ will nevertheless stay, because the forces on both vanish by symmetry. A small $Q_1$ or $u$ must be added. In the full ground state all three frequencies are real: 88, 138 and 235 cm$^{-1}$ with these zero-stress coefficients. Holding the strain fixed, as a phonon calculation does, can only raise them. At zero stress the lowest lies below the parent's 95 cm$^{-1}$ although $\kappa$ has not changed: these are mixed modes, and the lowest eigenvalue of the mass-weighted force-constant matrix cannot exceed its polar diagonal element. At fixed strain the same bound keeps it below 95 cm$^{-1}$ if strain couples only to the rotations. It can lie above only if strain also couples to $u$, through terms such as strain times $u^2$ or $uQ_1Q_2$, which stiffen that diagonal element.

Reversing one rotation reverses $u$, whereas reversing both leaves it unchanged. For uniform switching, a path that reverses $Q_1$ must cross $Q_1=0$, where the lowest state is the tilt-only phase, 0.112 eV per cell above the ground state. The corresponding barrier for reversing $Q_2$ is 0.285 eV. Both values assume rotations with one component. In a tetragonal parent each has a second component, so a tilt can turn instead of passing through zero, and the barrier can be much lower. Scanning $u$ alone at fixed rotations reveals no second well.

\section{Changing one ingredient at a time}

Each case below starts from the parameters of the example and changes only what is named.

Raise $c$ to 1.2 eV/\AA$^4$. Then $c'=1.04$ exceeds the limit of 0.90, and minimization gives $Q_1=u=0$ with $Q_2=1.155$ \AA. Both rotations are as unstable in the parent as before, but they exclude each other.

Set $c=1.0$ eV/\AA$^4$ instead. Without the trilinear coupling the rotations again exclude each other. With it, $c'=0.84$, and the minimum has $Q_1=0.441$ \AA, $Q_2=1.094$ \AA\ and $u=0.193$ \AA. Here the polar mode is more than a passive follower: its response makes coexistence possible.

Stiffening the polar mode separates these two roles. At $c=0.6$ eV/\AA$^4$ the rotations coexist even without coupling, and raising $\kappa$ through 1, 2, 4 and 8 eV/\AA$^2$ gives $u=0.353$, 0.166, 0.080 and 0.039 \AA. The amplitude falls nearly as $1/\kappa$ but does not vanish. At $c=1.0$ eV/\AA$^4$, condition \eqref{crit} requires $0.16/\kappa>0.10$, with $\kappa$ in eV/\AA$^2$, so the polar state is lost once $\kappa$ exceeds 1.6 eV/\AA$^2$.

Two unstable rotations are not necessary either. With $a_1=+0.2$ eV/\AA$^2$, $c=0.1$ eV/\AA$^4$ and $\gamma=-0.8$ eV/\AA$^3$, one finds $c'=-0.54$ eV/\AA$^4$. The rotations now attract each other, and \eqref{xy} gives $Q_1=0.829$ \AA, $Q_2=1.282$ \AA\ and $u=0.850$ \AA, although $Q_1$ is stable in the parent.

\section{The model beside Ca$_3$Ti$_2$O$_7$}

The example gives a polarization of the same order as that of the layered perovskite Ca$_3$Ti$_2$O$_7$, roughly 10 $\mu$C/cm$^2$. The coefficients are round choices, not computed properties of that compound, so the similar polarization is no test of them, nor does it show that the polar mode of the real parent is stable. The assumption of complete screening can fail badly in a real sample. In an unscreened slab polarized normal to its faces, the field $E=-P/(\varepsilon_0\varepsilon_\infty)$, where $P=Zeu/V$ is the part of the polarization due to the displacement, exerts a restoring force on $u$ and adds
\begin{equation}
\kappa_{\rm dep}=\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty V}
=4.5\ \text{eV/\AA}^2
\end{equation}
to $\kappa$, for an assumed electronic permittivity $\varepsilon_\infty=5$. The displacement part $P$ falls from 11.7 to 1.9 $\mu$C/cm$^2$, with an internal field of 4.3 MV/cm. The electrons respond to that field and oppose $P$, so the total polarization is $P+\varepsilon_0(\varepsilon_\infty-1)E=P/\varepsilon_\infty$, or 0.4 $\mu$C/cm$^2$. Only electrons screen in this estimate. The other polar phonons of a real crystal screen as well; a background permittivity of 20 in place of 5 would give $P=5.2$ $\mu$C/cm$^2$ and a field of 2.9 MV/cm. The polar state survives because these rotations coexist without help. The estimate is limited to thin slabs: over 8 nm this field drops about 3.5 V, comparable with the band gap of an oxide, and a thicker slab would transfer charge between its faces or split into domains. Electrodes that supply compensating charge move the sample back towards the short-circuit value.

Terms omitted from \eqref{F} also matter. Symmetry allows $\frac14b_uu^4+\frac12(d_1Q_1^2+d_2Q_2^2)u^2$; take $d_1=d_2=d$ for simplicity. Both terms are even in $u$, so the force at $u=0$ is unchanged, but positive coefficients stiffen the response. With the trial values $b_u=1.0$ and $d=0.3$ eV/\AA$^4$, $u$ drops to 0.214 \AA\ and $P$ to 7.1 $\mu$C/cm$^2$, about 39\% below the first result. A sufficiently negative $d$ would make the curvature $\kappa+d(Q_1^2+Q_2^2)$ negative; the polar mode would then be unstable in its own right inside the rotated structure, which is a different mechanism. Symmetry also allows a direct electronic polarization proportional to $Q_1Q_2$, which is not estimated here.

The minimum is classical. In a harmonic estimate with independent cells, the root-mean-square fluctuation of $u$ is 0.08 \AA\ at zero temperature and 0.17 \AA\ at 300 K, about half the static displacement. This is the spread about one minimum. Anharmonicity also moves the mean, to about 0.33 \AA\ in a classical average over one domain at 300 K. The lowest barrier is only $4.3\,k_BT$ there, so a truly independent cell would visit all four minima and average to $u=0$; long-range order rests on the correlations between cells, which this estimate omits. A quantitative room-temperature polarization would need them. Domain walls, which can lower the switching barrier and the net polarization, are also outside the model.

\section{Consequences for the calculation}

When the trilinear term is allowed, the polar mode belongs in the search even if its frequency is real. Freeze in both rotations, keep $u=0$, and project the atomic forces on the polar pattern. To leading order the result is $-\gamma Q_1Q_2$, and it must change sign when one rotation is reversed. Then relax all three amplitudes together and compare the energy with those of the two single-rotation phases. The force shows that these two rotations, if they coexist, displace the polar mode; the energy comparison shows whether their coexistence beats either rotation alone. In a tetragonal parent, where each rotation has two components, other combinations must be compared as well, because some contain both rotations and are nonpolar.

In the numerical output below, $k$ and $g$ stand for $\kappa$ and $\gamma$, and \texttt{bu} for $b_u$. Every polarization printed there, including the unscreened one, is the displacement part $Zeu/V$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
k, a1, a2 (eV/A^2): 1.00 -1.20 -1.60
b1, b2, c (eV/A^4): 1.00 1.20 0.60
g (eV/A^3): -0.40
cell volume (A^3): 290; mode charge (e): 6
mode masses u, Q1, Q2 (amu): 30 16 16
allowed cubic powers (u,Q1,Q2): [(1, 1, 1)]
effective competition c-g^2/k (eV/A^4): 0.440
its two upper limits (eV/A^4): 0.900 1.333
ground state u, Q1, Q2 (A): 0.3530 0.8552 1.0321
polarization (uC/cm^2): 11.70
force on u at u=0 (eV/A): 0.3530
equivalent field (MV/cm): 5.88
ground-state energy (eV/cell): -0.6455
coupling energy (eV/cell): -0.1246
elastic cost of u (eV/cell): 0.0623
gain, rotations fixed (eV/cell): 0.0623
gain, rotations relaxed (eV/cell): 0.0550
rotations Q1, Q2 if g=0 (A): 0.7559 1.0235
negative wavenumber = imaginary frequency
parent modes (cm^-1): -164.9 -142.8 95.2
parent polar curvature (eV/A^2): 1.000
Q2-only modes (cm^-1): -93.0 104.5 233.2
ground-state modes (cm^-1): 88.0 138.3 235.3
Q2 in Q2-only phase (A): 1.1547
Q1 curvature there, u clamped (eV/A^2): -0.4000
Q1 curvature there, u relaxed (eV/A^2): -0.6133
a1 at loss of stability (eV/A^2): -0.5867
soft pattern u/Q1 at that point: 0.4619
polar curvature at that point (eV/A^2): 1.000
barrier through Q1=0 (eV/cell): 0.1121
barrier through Q2=0 (eV/cell): 0.2855
stiffness k series (eV/A^2): 1 2 4 8
u for that series (A): 0.3530 0.1657 0.0802 0.0394
a1=+1.2: |u|,|Q1|,|Q2| (A): 0.0000 0.0000 1.1547
c=1.2: |u|,|Q1|,|Q2| (A): 0.0000 0.0000 1.1547
c=1.0: |u|,|Q1|,|Q2| (A): 0.1929 0.4407 1.0943
c=1.0, g=0: |u|,|Q1|,|Q2| (A): 0.0000 0.0000 1.1547
a1=+0.2, c=0.1, g=-0.8: |u|,|Q1|,|Q2| (A): 0.8497 0.8288 1.2816
random sets: polar 33, nonpolar 27
added u^4, u^2Q^2 coefficients bu, d (eV/A^4): 1.0 0.3
u, Q1, Q2 with them (A): 0.2141 0.8161 1.0226
polarization with them (uC/cm^2): 7.10
electronic permittivity: 5
depolarizing stiffness (eV/A^2): 4.493
unscreened u, Q1, Q2 (A): 0.0578 0.7762 1.0231
unscreened polarization (uC/cm^2): 1.92
unscreened internal field (MV/cm): 4.33
zero-point rms of u (A): 0.079
rms of u at 300 K (A): 0.172
thermal energy at 300 K (eV): 0.0259
\end{verbatim}
